# Two-Body Truncation of Emitter–Mode Dynamics: Correct Decay, Negative Photon Numbers: verification in Python

```python
# Result under test: an excited two-level emitter coupled to many modes (rotating wave,
# hbar = 1), with connected three-operator averages dropped, decays at the golden-rule
# rate and conserves energy, yet its photon matrix acquires negative eigenvalues.
# P = excited population, A_k = <s+ a_k>, N_kl = <a_k^dagger a_l>,
# detuning d_k = w_k - w0, coupling g_k, Gamma = 2 pi g^2 / spacing (Gamma = 1 in the band).
# K(t,t') = two-time emitter kernel that generates A and N in the truncated theory.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq


def propagate(detuning, coupling, t_end, steps, snapshots):
    """Truncated hierarchy by RK4 in the interaction picture; snapshots in the w0 frame."""
    m = len(coupling)
    dt = t_end / steps

    def slopes(t, p, a, n):
        h = coupling * np.exp(1j * detuning * t)
        dp = 2 * np.vdot(h, a).imag
        da = -1j * h * p - 1j * (2 * p - 1) * (h @ n)
        x = np.outer(1j * h.conj(), a)
        return dp, da, x + x.conj().T

    y = (1.0, np.zeros(m, complex), np.zeros((m, m), complex))
    populations, saved = [1.0], {}
    for step in range(steps):
        t = step * dt
        k1 = slopes(t, *y)
        k2 = slopes(t + dt / 2, *[u + dt / 2 * v for u, v in zip(y, k1)])
        k3 = slopes(t + dt / 2, *[u + dt / 2 * v for u, v in zip(y, k2)])
        k4 = slopes(t + dt, *[u + dt * v for u, v in zip(y, k3)])
        y = tuple(u + dt / 6 * (b + 2 * c + 2 * d + e)
                  for u, b, c, d, e in zip(y, k1, k2, k3, k4))
        populations.append(y[0])
        if step + 1 in snapshots:
            phase = np.exp(1j * detuning * (t + dt))
            saved[step + 1] = (y[0], y[1] * phase.conj(),
                               y[2] * np.outer(phase, phase.conj()))
    return np.array(populations), saved


# --- Operator equations before truncation, tested on a random state in Fock space ---
levels = 5
lower = np.array([[0, 1], [0, 0]], complex)
ladder = np.diag(np.sqrt(np.arange(1, levels)), 1).astype(complex)
one_mode = np.eye(levels)
sm = np.kron(lower, np.kron(one_mode, one_mode))
sp = sm.conj().T
modes = [np.kron(np.eye(2), np.kron(ladder, one_mode)),
         np.kron(np.eye(2), np.kron(one_mode, ladder))]
sz = sp @ sm - sm @ sp
w0_test, w_test, g_test = 1.3, [0.9, 1.8], [0.4, 0.7]
ham = w0_test * sp @ sm
for w, g, a in zip(w_test, g_test, modes):
    ham = ham + w * a.conj().T @ a + g * (sp @ a + sm @ a.conj().T)
rng = np.random.default_rng(4)
psi = np.zeros((2, levels, levels), complex)
psi[:, :3, :3] = rng.normal(size=(2, 3, 3)) + 1j * rng.normal(size=(2, 3, 3))
psi = psi.ravel() / np.linalg.norm(psi)


def mean(op, state):
    return np.vdot(state, op @ state)


def rate(op):
    return 1j * mean(ham @ op - op @ ham, psi)


a_mean = [mean(sp @ a, psi) for a in modes]
p_mean = mean(sp @ sm, psi)
assert abs(rate(sp @ sm) - 2 * sum(g * z.imag for g, z in zip(g_test, a_mean))) < 1e-11
for k in range(2):
    triple = sum(g_test[l] * mean(sz @ modes[l].conj().T @ modes[k], psi) for l in range(2))
    predicted = 1j * (w0_test - w_test[k]) * a_mean[k] - 1j * g_test[k] * p_mean - 1j * triple
    assert abs(rate(sp @ modes[k]) - predicted) < 1e-11
    for l in range(2):
        pair = modes[k].conj().T @ modes[l]
        predicted = (1j * (w_test[k] - w_test[l]) * mean(pair, psi)
                     + 1j * g_test[k] * a_mean[l] - 1j * g_test[l] * np.conj(a_mean[k]))
        assert abs(rate(pair) - predicted) < 1e-11
# Size of the discarded correlation in a one-excitation state
single = np.zeros((2, levels, levels), complex)
single[1, 0, 0], single[0, 1, 0], single[0, 0, 1] = 0.6, 0.64, 0.48j
single = single.ravel()
pair = modes[0].conj().T @ modes[1]
dropped = mean(sz @ pair, single) - mean(sz, single) * mean(pair, single)
assert abs(dropped + 2 * mean(sp @ sm, single) * mean(pair, single)) < 1e-12

# --- Energy conservation and the two-time rewriting, on an irregular small bath ---
d_small = np.array([-1.7, -0.4, 0.6, 2.3])
g_small = np.array([0.35, 0.50, 0.25, 0.60])
w0_small = 10.0
t_small = 2.0
pop_small, snap_small = propagate(d_small, g_small, t_small, 1000, range(1, 1001))
energies, interactions = [], []
for p, a, n in snap_small.values():
    interaction = 2 * np.sum(g_small * a.real)
    interactions.append(interaction)
    energies.append(w0_small * p + np.sum((w0_small + d_small) * np.diag(n).real)
                    + interaction)
energy_drift = np.max(np.abs(np.array(energies) - w0_small))
interaction_size = np.max(np.abs(interactions))
assert energy_drift < 1e-8 and interaction_size > 1e-2

grid_n = 400
h = t_small / grid_n
times = h * np.arange(grid_n + 1)
bath = np.exp(1j * np.outer(times, d_small)) @ g_small**2
kernel = np.zeros((grid_n + 1, grid_n + 1), complex)
kernel[0, 0] = 1.0


def memory_slopes(n):
    weight = np.full(n + 1, h)
    weight[0] = weight[-1] = h / 2
    if n == 0:
        weight[:] = 0
    past = bath[n - np.arange(n + 1)]
    p = kernel[n, n].real
    row = (2 * p - 1) * ((weight * past) @ kernel[:n + 1, :n + 1])
    return row, -2 * np.sum(weight * past.conj() * kernel[n, :n + 1]).real


for n in range(grid_n):
    row0, dp0 = memory_slopes(n)
    start = kernel[n, :n + 1].copy()
    p0 = kernel[n, n].real
    kernel[n + 1, :n + 1] = start + h * row0
    kernel[:n + 1, n + 1] = kernel[n + 1, :n + 1].conj()
    kernel[n + 1, n + 1] = p0 + h * dp0
    row1, dp1 = memory_slopes(n + 1)
    kernel[n + 1, :n + 1] = start + h / 2 * (row0 + row1[:n + 1])
    kernel[:n + 1, n + 1] = kernel[n + 1, :n + 1].conj()
    kernel[n + 1, n + 1] = p0 + h / 2 * (dp0 + dp1)
weight = np.full(grid_n + 1, h)
weight[0] = weight[-1] = h / 2
emitted = g_small[:, None] * np.exp(1j * np.outer(d_small, t_small - times)) * weight
n_memory = emitted @ kernel @ emitted.conj().T
amp_memory = -1j * g_small * (np.exp(-1j * np.outer(d_small, t_small - times))
                              @ (weight * kernel[-1]))
p_end, a_end, n_end = snap_small[1000]
memory_error = max(abs(kernel[-1, -1] - p_end), np.max(np.abs(n_memory - n_end)),
                   np.max(np.abs(amp_memory - a_end)))
assert memory_error < 1e-3  # second-order time grid


# --- Continuum eigenvalues: transcendental formulas against the discretized kernel ---
def eigenvalue_formulas(length):
    up = brentq(lambda z: z * np.tanh(z) - length / 2, 1e-9, 3)
    odd = brentq(lambda z: z / np.tan(z) - length / 2, 1e-6, np.pi / 2)
    even = brentq(lambda z: z * np.tan(z) + length / 2, np.pi / 2 + 1e-6, np.pi)
    return (2 / ((2 * up / length)**2 - 1), -2 / (1 + (2 * odd / length)**2),
            -2 / (1 + (2 * even / length)**2))


def continuum_kernel(t_end, points=500):
    node, wt = np.polynomial.legendre.leggauss(points)
    t = t_end * (node + 1) / 2
    x = np.exp(-t)
    k = np.sqrt(np.outer(x, x)) * np.exp(np.abs(x[:, None] - x[None, :]))
    return t, wt * t_end / 2, k


for t_end in (1.0, 2.0, 12.0):
    t, wt, k = continuum_kernel(t_end)
    values = np.linalg.eigvalsh(np.sqrt(np.outer(wt, wt)) * k)
    top, low, second = eigenvalue_formulas(1 - np.exp(-t_end))
    assert max(abs(values[-1] - top), abs(values[0] - low), abs(values[1] - second)) < 2e-3
    assert np.sum(values > 1e-10) == 1
onset_ratio = eigenvalue_formulas(0.001)[1] / (-2 * 0.001**2 / np.pi**2)
assert abs(onset_ratio - 1) < 2e-3

# --- Many-mode band: truncated hierarchy, exact dynamics and continuum law ---
spacing, t_final, steps = 0.35, 12.0, 960
g_band = np.sqrt(spacing / (2 * np.pi))
runs = {}
for half in (60, 120):
    d = spacing * np.arange(-half, half + 1)
    runs[half] = propagate(d, np.full(len(d), g_band), t_final, steps, (80, 160, 960))
pop, snaps = runs[120]
time = np.linspace(0, t_final, steps + 1)
golden = np.exp(-time)
one_excitation = np.diag(np.concatenate(([0.0], d)))
one_excitation[0, 1:] = one_excitation[1:, 0] = g_band
energy, vectors = np.linalg.eigh(one_excitation)
pop_exact = np.abs(np.exp(-1j * np.outer(time, energy)) @ vectors[0]**2)**2
decay_error = np.max(np.abs(pop - golden))
decay_error_narrow = np.max(np.abs(runs[60][0] - golden))
# finite bandwidth W changes results at order Gamma/W, about one per cent here
assert decay_error < 0.03 and decay_error < 0.8 * decay_error_narrow
assert np.max(np.abs(pop_exact - golden)) < 0.03

band_eigs, formula_eigs = {}, {}
for index in (80, 160, 960):
    values = np.linalg.eigvalsh(snaps[index][2])
    band_eigs[index] = (values[-1], values[0])
    formula_eigs[index] = eigenvalue_formulas(1 - golden[index])
    assert abs(values[-1] - formula_eigs[index][0]) < 0.05
    assert abs(values[0] - formula_eigs[index][1]) < 0.05
    assert abs(np.sum(values) + snaps[index][0] - 1) < 1e-10
narrow = np.linalg.eigvalsh(runs[60][1][960][2])
error_wide = (abs(band_eigs[960][0] - formula_eigs[960][0])
              + abs(band_eigs[960][1] - formula_eigs[960][1]))
error_narrow = abs(narrow[-1] - formula_eigs[960][0]) + abs(narrow[0] - formula_eigs[960][1])
assert error_wide < 0.8 * error_narrow


# --- Late photon spectrum and its tail ---
def correlation(u):
    y = -np.expm1(-u)
    return np.exp(-u / 2) * (np.expm1(y) / y if y > 0 else 1.0)


def spectrum(delta):
    if delta == 0:
        return 2 * quad(correlation, 0, 60, limit=300)[0]
    return 2 * quad(correlation, 0, 60, weight='cos', wvar=delta,
                    epsabs=1e-13, limit=500)[0]


spectral_rows = []
for offset in (0, 3, 6):
    delta = offset * spacing
    simulated = snaps[960][2][120 + offset, 120 + offset].real / g_band**2
    predicted = spectrum(delta)
    assert abs(simulated - predicted) < 0.05 * predicted + 0.02
    spectral_rows.append((delta, simulated, predicted, 1 / (delta**2 + 0.25)))
tail = spectrum(40.0) * 40.0**4
assert abs(tail - 0.5) < 0.025

# --- A bare mode with negative photon number at Gamma t = 1 ---
offset = 18
delta_bare = offset * spacing
bare = snaps[80][2][120 + offset, 120 + offset].real
t, wt, k = continuum_kernel(1.0)
wave = wt * np.exp(1j * delta_bare * t)
bare_formula = g_band**2 * (wave @ k @ wave.conj()).real
assert bare < 0 and bare_formula < 0
assert abs(bare - bare_formula) < 0.015 * g_band**2

# --- Degenerate modes: negative emitter population ---
g_deg = np.array([1.0, 2.0, 3.0, 1.5, 0.5])
g_deg /= np.linalg.norm(g_deg)
pop_deg, _ = propagate(np.zeros(5), g_deg, 4.0, 4000, ())
assert abs(pop_deg.min() - (1 - np.sqrt(1.5))) < 1e-5

line_mev = 1.0
lifetime_ps = constants.hbar / (line_mev * 1e-3 * constants.e) * 1e12

print(f"modes in band: {len(d)}")
print(f"mode spacing: {spacing:.2f} Gamma")
print(f"full bandwidth: {d[-1] - d[0]:.1f} Gamma")
print(f"coupling per mode g: {g_band:.5f} Gamma")
print(f"recurrence time: {2 * np.pi / spacing:.2f} /Gamma")
print("populations (dimensionless): truncated, exact in same band, golden rule")
for index in (80, 160, 320):
    print(f" Gamma t={time[index]:.0f}: {pop[index]:.5f} {pop_exact[index]:.5f}"
          f" {golden[index]:.5f}")
print(f"largest |P - exp(-Gamma t)|, wide band: {decay_error:.5f}")
print(f"largest |P - exp(-Gamma t)|, half band: {decay_error_narrow:.5f}")
print("photon-matrix eigenvalues (photons): band max, min; continuum max, min")
for index in (80, 160, 960):
    b, f = band_eigs[index], formula_eigs[index]
    print(f" Gamma t={time[index]:.0f}: {b[0]:.4f} {b[1]:.4f}; {f[0]:.4f} {f[1]:.4f}")
limit = eigenvalue_formulas(1.0)
print(f"infinite-time continuum eigenvalues: {limit[0]:.5f} {limit[1]:.5f} {limit[2]:.5f}")
print(f"summed eigenvalue error, wide and half band: {error_wide:.4f} {error_narrow:.4f}")
print(f"early negative eigenvalue / quadratic law at L=0.001: {onset_ratio:.5f}")
print("late spectrum n/g^2 (1/Gamma^2): band, truncated continuum, exact Lorentzian")
for row in spectral_rows:
    print(f" detuning {row[0]:.2f} Gamma: {row[1]:.4f} {row[2]:.4f} {row[3]:.4f}")
print(f"spectral tail (n/g^2) d^4 at d=40 Gamma: {tail:.4f} Gamma^2")
print(f"bare-mode detuning: {delta_bare:.2f} Gamma")
print(f"bare-mode photons at Gamma t=1, band: {bare:.6f}")
print(f"bare-mode photons at Gamma t=1, continuum kernel: {bare_formula:.6f}")
print("small-bath detunings (model units):", *d_small)
print("small-bath couplings (model units):", *g_small)
print(f"small-bath emitter frequency, end time: {w0_small:.1f}, {t_small:.1f} model units")
print(f"small-bath largest energy drift: {energy_drift:.1e} model units")
print(f"small-bath largest |interaction energy|: {interaction_size:.4f} model units")
print(f"two-time rewriting, largest discrepancy: {memory_error:.1e}")
print(f"degenerate modes, minimum population: {pop_deg.min():.6f}")
print(f"degenerate formula 1-sqrt(3/2): {1 - np.sqrt(1.5):.6f}")
print(f"lifetime for hbar Gamma = {line_mev:.1f} meV: {lifetime_ps:.4f} ps")
print("no test failed")
```

Printed output:

```
modes in band: 241
mode spacing: 0.35 Gamma
full bandwidth: 84.0 Gamma
coupling per mode g: 0.23602 Gamma
recurrence time: 17.95 /Gamma
populations (dimensionless): truncated, exact in same band, golden rule
 Gamma t=1: 0.36665 0.37045 0.36788
 Gamma t=2: 0.13362 0.13536 0.13534
 Gamma t=4: 0.01774 0.01803 0.01832
largest |P - exp(-Gamma t)|, wide band: 0.01918
largest |P - exp(-Gamma t)|, half band: 0.03690
photon-matrix eigenvalues (photons): band max, min; continuum max, min
 Gamma t=1: 0.7851 -0.1049; 0.7914 -0.1056
 Gamma t=2: 1.1801 -0.2196; 1.1848 -0.2187
 Gamma t=12: 1.4406 -0.3119; 1.4471 -0.3108
infinite-time continuum eigenvalues: 1.44708 -0.31084 -0.05494
summed eigenvalue error, wide and half band: 0.0076 0.0153
early negative eigenvalue / quadratic law at L=0.001: 1.00041
late spectrum n/g^2 (1/Gamma^2): band, truncated continuum, exact Lorentzian
 detuning 0.00 Gamma: 5.7323 5.7810 4.0000
 detuning 1.05 Gamma: 0.5764 0.5777 0.7394
 detuning 2.10 Gamma: 0.0505 0.0534 0.2146
spectral tail (n/g^2) d^4 at d=40 Gamma: 0.5021 Gamma^2
bare-mode detuning: 6.30 Gamma
bare-mode photons at Gamma t=1, band: -0.002376
bare-mode photons at Gamma t=1, continuum kernel: -0.002310
small-bath detunings (model units): -1.7 -0.4 0.6 2.3
small-bath couplings (model units): 0.35 0.5 0.25 0.6
small-bath emitter frequency, end time: 10.0, 2.0 model units
small-bath largest energy drift: 4.0e-13 model units
small-bath largest |interaction energy|: 0.3339 model units
two-time rewriting, largest discrepancy: 4.3e-06
degenerate modes, minimum population: -0.224745
degenerate formula 1-sqrt(3/2): -0.224745
lifetime for hbar Gamma = 1.0 meV: 0.6582 ps
no test failed
```
